\section*{The Spin-Swapped Partner of the Unrestricted Product for Stretched H2}

\section*{Problem}

Consider H$_2$ with fixed nuclei at distance $R$, in Hartree atomic units (energies in hartree, lengths in bohr). The Hamiltonian $H$ contains no spin operators. Let $A$ and $B$ be real, normalized 1s functions on the two atoms, with overlap $S=\langle A|B\rangle$, and let
\begin{equation}
a=N(A+\lambda B),\qquad b=N(B+\lambda A),
\end{equation}
with $N$ normalizing both orbitals. In variational Monte Carlo one labels the electrons by spin: electron 1 is up and electron 2 is down. The unrestricted trial function is then the product $F(1,2)=a(1)b(2)$. Its spin-swapped partner is $\tilde F(1,2)=F(2,1)=b(1)a(2)$.

\begin{enumerate}
\item[(a)] Find $\langle S^2\rangle$ and the triplet weight of $F$. What spin does $F+\tilde F$ have?
\item[(b)] How does adding the partner change the energy?
\item[(c)] Find the best $\lambda$ for $F$ alone (unrestricted Hartree--Fock, UHF) and for $F+\tilde F$. The Coulson--Fischer function is the sum with $\lambda$ chosen to minimize the energy of the sum. When does adding the partner to the UHF product give this function?
\item[(d)] Compare restricted Hartree--Fock (RHF), UHF and the optimized sum as $R\to\infty$.
\item[(e)] How can the spin be measured in a Monte Carlo run, and can a Jastrow factor repair the product?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] For two spins, write $S^2$ through the operator that exchanges them. Then use the antisymmetry of the full wave function.
\item[(b)] Split $F$ into parts even and odd under exchange of positions. Can $H$ connect them?
\item[(c)] Use the bonding and antibonding orbitals $g$ and $u$. The pair $a,b$ is then described by one angle.
\item[(d)] Far apart, $g^2$ and $u^2$ become the same density, but the product $gu$ does not vanish.
\item[(e)] An average over $F^2$ of a quantity symmetric under exchange equals its average over $\tilde F^2$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Spin of the product and of the sum}

The antisymmetric function represented by $F$ is
\begin{equation}
\Psi=\frac{1}{\sqrt2}\left[F(1,2)\,\alpha(1)\beta(2)-F(2,1)\,\beta(1)\alpha(2)\right].
\label{eq:full}
\end{equation}
The two spin factors are orthogonal. For a spin-free operator symmetric in the electrons, both terms contribute equally after relabelling, so its expectation value can be computed from $F$ alone.

Let $P_\sigma$ exchange the spins and $P$ the positions. On two spins $S^2=1+P_\sigma$: this gives $2$ for the symmetric triplet and $0$ for the antisymmetric singlet. Antisymmetry means $PP_\sigma\Psi=-\Psi$. Multiplying by $P$ and using $P^2=1$ gives $P_\sigma\Psi=-P\Psi$. Hence, on spin-assigned functions,
\begin{equation}
S^2=1-P .
\label{eq:s2}
\end{equation}
Since $PF=\tilde F$ and $F$ is normalized,
\begin{equation}
\langle S^2\rangle_F=1-\int\! a(1)b(2)\,b(1)a(2)\,d1\,d2
=1-\langle a|b\rangle^2 .
\end{equation}
A triplet has $S^2=2$ and a singlet has $0$, so the triplet weight is
\begin{equation}
w=\tfrac12\langle S^2\rangle_F=\tfrac12\left(1-\langle a|b\rangle^2\right).
\end{equation}
It vanishes when $a=\pm b$ and reaches one half for orthogonal orbitals.

For the sum, $P(F+\tilde F)=\tilde F+F$, so Eq.~\eqref{eq:s2} gives
\begin{equation}
S^2(F+\tilde F)=0 .
\end{equation}
The triplet part is removed exactly, whatever the two orbitals are. The sum cannot vanish, because its squared norm is $2+2\langle a|b\rangle^2$. It is also twice the singlet part of $F$: the operator $1-S^2/2$ equals 1 on singlets and 0 on triplets, and
\begin{equation}
\left(1-\tfrac12S^2\right)F=\tfrac12(1+P)F=\tfrac12(F+\tilde F).
\end{equation}
This step needs two electrons, for which $S$ is 0 or 1. With more electrons $S=2$ may occur; there $S^2=6$, and $1-S^2/2=-2$ is no longer a projection.

\subsection*{(b) Energy}

Write $F=F_S+F_T$ with $F_S=(F+\tilde F)/2$ and $F_T=(F-\tilde F)/2$. Since $H$ commutes with $P$, while $PF_S=F_S$ and $PF_T=-F_T$,
\begin{equation}
\langle F_S|H|F_T\rangle=\langle PF_S|H|F_T\rangle
=\langle F_S|H|PF_T\rangle=-\langle F_S|H|F_T\rangle=0 .
\end{equation}
The squared norms of the parts are $1-w$ and $w$. With $E_S$ and $E_T$ their normalized energies,
\begin{equation}
E[F]=(1-w)E_S+wE_T,\qquad E[F]-E_S=w(E_T-E_S).
\label{eq:mix}
\end{equation}
If $w>0$, adding the partner lowers the energy when $E_T>E_S$. Spin purity by itself does not guarantee this.

\subsection*{(c) The two optimizations}

Define
\begin{equation}
g=\frac{A+B}{\sqrt{2(1+S)}},\qquad u=\frac{A-B}{\sqrt{2(1-S)}} .
\end{equation}
They are orthonormal. Put $c=\cos\theta$, $s=\sin\theta$ and
\begin{equation}
a=cg+su,\qquad b=cg-su .
\end{equation}
In $a$, the coefficients of $A$ and $B$ are the sum and the difference of $c/\sqrt{2(1+S)}$ and $s/\sqrt{2(1-S)}$. Their ratio gives
\begin{equation}
\lambda=\frac{1-q}{1+q},\qquad
q=\sqrt{t}\,\sqrt{\frac{1+S}{1-S}},\qquad t=\tan^2\theta .
\label{eq:lambda}
\end{equation}
Here $0\le\theta\le\pi/4$. The value $\lambda=1$ means $a=b=g$, the RHF orbital, and $\lambda=0$ means purely atomic orbitals.

Multiplying out the product, with electron 1 written first,
\begin{equation}
F=c^2gg-s^2uu-cs(gu-ug),\qquad
F+\tilde F=2(c^2gg-s^2uu).
\label{eq:gu}
\end{equation}
The normalized triplet is $T=(gu-ug)/\sqrt2$. Its amplitude in $F$ is $-\sqrt2\,cs$, so $w=2c^2s^2$. This agrees with part (a), since $\langle a|b\rangle=c^2-s^2$ and $1-(c^2-s^2)^2=4c^2s^2$.

Let $h_g,h_u$ be the one-electron energies, $J_{gg},J_{uu},J_{gu}$ the Coulomb repulsions of the densities $g^2$ and $u^2$, and $K=(gu|gu)$. Then
\begin{align}
E_{gg}&=2h_g+J_{gg}+1/R, & E_{uu}&=2h_u+J_{uu}+1/R,\\
E_T&=h_g+h_u+J_{gu}-K+1/R, & \langle gg|H|uu\rangle&=K .
\end{align}
One-electron terms are absent from the last element because $\langle g|u\rangle=0$.

\paragraph{UHF.} Let $x=s^2$. The $gg$--$uu$ coupling contributes $-2x(1-x)K$ and the triplet part $2x(1-x)E_T$, so
\begin{equation}
E[F]=(1-x)^2E_{gg}+x^2E_{uu}+2x(1-x)(E_T-K).
\end{equation}
Collecting powers of $x$ gives $E[F]=E_{gg}-2Cx+Mx^2$, where
\begin{align}
C&=E_{gg}-E_T+K,\\
M&=E_{gg}+E_{uu}-2E_T+2K=J_{gg}+J_{uu}-2J_{gu}+4K .
\end{align}
The combination $J_{gg}+J_{uu}-2J_{gu}$ is the Coulomb self-repulsion of $g^2-u^2$, and $K$ is that of $gu$. Both are positive, so $M>0$. Therefore
\begin{equation}
x=\frac{C}{M},\quad E_{\rm UHF}=E_{gg}-\frac{C^2}{M}\quad(C>0);
\qquad x=0\quad(C\le0).
\label{eq:uhf}
\end{equation}
The orbitals separate once $E_{gg}>E_T-K$. If $C\le0$, then $a=b$, the partner equals the product, and adding it changes nothing but the norm.

\paragraph{The optimized sum.} Dividing $c^2gg-s^2uu$ by $c^2$ leaves $gg-t\,uu$, whose energy is
\begin{equation}
E(t)=\frac{E_{gg}+t^2E_{uu}-2tK}{1+t^2} .
\label{eq:sum}
\end{equation}
Setting the numerator of $dE/dt$ to zero,
\begin{equation}
(2tE_{uu}-2K)(1+t^2)-2t(E_{gg}+t^2E_{uu}-2tK)=0 .
\end{equation}
The terms in $t^3$ cancel. With $D=(E_{uu}-E_{gg})/2$, what remains after division by 2 is
\begin{equation}
Kt^2+2Dt-K=0,\qquad
t=\frac{\sqrt{D^2+K^2}-D}{K}.
\label{eq:t}
\end{equation}
The derivative is negative at $t=0$ and changes sign at this positive root, which is therefore the minimum. To simplify the energy, note that
\begin{equation}
E_{gg}+t^2E_{uu}-2tK-(1+t^2)(E_{gg}-tK)=t(Kt^2+2Dt-K)=0,
\end{equation}
so the minimum energy is
\begin{equation}
E_{\rm CF}=E_{gg}-tK .
\label{eq:ecf}
\end{equation}
Since $K>0$, $t$ is positive at every finite $R$: the optimized sum uses different orbitals even where UHF has collapsed to RHF. For $D>0$, $t<1$, as assumed for $\theta$.

Equation~\eqref{eq:t} also gives the lower eigenvector of the $2\times2$ Hamiltonian in $gg$ and $uu$, because $K>0$ makes the two coefficients opposite in sign. At all six distances of the numerical output, diagonalization in the four products of $A$ and $B$ confirmed that $E_{\rm CF}$ is the lowest energy this basis can give.

The answer to (c) is thus conditional. Adding the partner always produces the Coulson--Fischer form, but it produces the Coulson--Fischer function when $\lambda$ minimizes Eq.~\eqref{eq:sum}. UHF orbitals minimize a different energy; keeping them gives projected UHF. The exact condition follows from Eq.~\eqref{eq:mix}. Since $E_T$ does not depend on $\lambda$, the slope of $E[F]$ is $(1-w)E_S'+w'(E_T-E_S)$. At the Coulson--Fischer $\lambda$ the first term vanishes and $w'\neq0$ for $0<t<1$, so the two values of $\lambda$ coincide only where $E_T=E_{\rm CF}$. They differ clearly at 4 bohr and approach each other as $R$ grows and the singlet--triplet gap closes, so projected UHF then approaches the Coulson--Fischer function. With true 1s functions the gap of this model changes sign between 40 and 50 bohr, where it is below $10^{-31}$ hartree; beyond that point the triplet, not $E_{\rm CF}$, is the lowest state of the basis, an artefact of the model. Up to the factor $N^2$, the form in atomic functions is
\begin{equation}
F+\tilde F\propto(1+\lambda^2)(AB+BA)+2\lambda(AA+BB),
\label{eq:ionic}
\end{equation}
a covalent part plus an ionic part whose size is set by $\lambda$.

\paragraph{Numbers at $R=4$ bohr.} Each atom carries one fixed function, the hydrogen ground state expanded in eleven Gaussians. Six digits are kept so that the arithmetic can be followed; with exact exponential orbitals $E_{gg}$, $E_T$, $E_{\rm UHF}$ and $E_{\rm CF}$ are lower by 1 to $2\times10^{-5}$ hartree and $S=0.1893$ in place of $0.1894$. The integrals are $h_g=-0.786854$, $J_{gg}=0.428372$ and $K=0.195737$, so
\begin{equation}
E_{gg}=2(-0.786854)+0.428372+0.25=-0.895336 .
\end{equation}
Likewise $E_{uu}=-0.686500$ and $E_T=-0.991199$. For UHF,
\begin{align}
C&=-0.895336+0.991199+0.195737=0.291600,\\
M&=0.428372+0.453254-2(0.436269)+4(0.195737)\nonumber\\
&=0.792036 .
\end{align}
Hence $x=0.3682$, $w=2x(1-x)=0.465$ and $\langle S^2\rangle=0.930$. The energy is $-0.895336-0.107357=-1.002693$. For the optimized sum, $D=0.104418$ and $\sqrt{D^2+K^2}=0.221847$, so
\begin{align}
t&=\frac{0.221847-0.104418}{0.195737}=0.5999,\\
E_{\rm CF}&=-0.895336-0.117429=-1.012765 .
\end{align}
Equation~\eqref{eq:lambda} with $S=0.1894$ gives $q=0.938$ and $\lambda=0.032$; the UHF value is $0.039$.

Projected UHF has the energy $-1.012692$. Equation~\eqref{eq:mix} accounts for the gain: $0.4652\times(1.012692-0.991199)=0.0100$. Reoptimizing $\lambda$ lowers the energy by a further $0.00007$. Relative to two atoms in the same basis, the binding is $0.0128$ hartree ($0.35$ eV) for Coulson--Fischer and $0.0027$ hartree for UHF. At this distance the triplet admixture therefore costs nearly four fifths of the model's binding. These bindings depend on the basis: in aug-cc-pVTZ they are $0.0029$ hartree for UHF, $0.0132$ for the sum with fully optimized orbitals (CASSCF(2,2)) and $0.0161$ for full configuration interaction.

At shorter distances the order of operations matters more:

\begin{center}
\begin{tabular}{rrrrr}
$R$ & UHF & projected UHF & Coulson--Fischer & $\lambda_{\rm CF}$\\
2.0 & $-1.0808$ & $-1.0808$ & $-1.1084$ & 0.090\\
3.0 & $-1.0157$ & $-1.0428$ & $-1.0467$ & 0.068\\
4.0 & $-1.0027$ & $-1.0127$ & $-1.0128$ & 0.032\\
6.0 & $-1.0001$ & $-1.0005$ & $-1.0005$ & 0.004
\end{tabular}
\end{center}

UHF symmetry breaking starts at $R=2.287$ bohr in this basis (2.30 bohr in cc-pVTZ; the gain at 2 bohr quoted next becomes $0.029$ hartree in aug-cc-pVTZ). At 2 bohr the partner therefore does nothing for the UHF orbitals, while optimizing the sum gains $0.028$ hartree. The optimized $\lambda$ is not monotonic: it is $0.059$ at 1.4 bohr, below its value at 2 bohr. A small $\lambda$ does not mean nearly orthogonal orbitals, because $A$ and $B$ themselves overlap. At 1.4 bohr, $t=0.1113$ gives $\langle a|b\rangle=(1-t)/(1+t)=0.80$.

\subsection*{(d) Dissociation}

At large $R$ all overlap between $A$ and $B$ is exponentially small. Let $E_{\rm H}$ be the atomic energy in the basis and $J_{AA}$ the repulsion of two electrons in $A$. An electron on one atom feels $-1/R$ from the other nucleus, so
\begin{equation}
h_g,\,h_u\to E_{\rm H}-\frac1R .
\end{equation}
Both $g^2$ and $u^2$ tend to $(A^2+B^2)/2$, whereas $gu$ tends to $(A^2-B^2)/2$. Two spherical charges on different atoms repel as $1/R$. Therefore
\begin{equation}
J_{gg},J_{uu},J_{gu}\to\frac12\left(J_{AA}+\frac1R\right),\qquad
K\to\frac12\left(J_{AA}-\frac1R\right).
\end{equation}
Substitution gives
\begin{align}
E_{gg},E_{uu}&\to2E_{\rm H}-\frac2R+\frac{J_{AA}}2+\frac1{2R}+\frac1R
=2E_{\rm H}+\frac{J_{AA}}2-\frac1{2R},\\
E_T&\to2E_{\rm H}-\frac2R+\frac1R+\frac1R=2E_{\rm H}.
\end{align}
In the second line, $J_{gu}-K\to1/R$. Since $D\to0$, Eq.~\eqref{eq:t} gives $t\to1$, so $\lambda\to0$ and
\begin{equation}
E_{\rm CF}\to E_{gg}-K\to2E_{\rm H},\qquad \langle S^2\rangle=0 .
\end{equation}
For UHF, $C\to J_{AA}-1/R$ and $M\to4K\to2(J_{AA}-1/R)$. Thus $x\to\frac12$, the energy is again $2E_{\rm H}$, but $\langle S^2\rangle=4x(1-x)\to1$. The half-triplet mixture costs no energy there because singlet and triplet have become degenerate.

RHF fails differently. It has $\lambda=1$, so Eq.~\eqref{eq:ionic} keeps equal covalent and ionic amplitudes. At 50 bohr its energy is $-0.6975$, as the limiting formula gives, while UHF and Coulson--Fischer both give $-0.99999$.

Correct dissociation here means the correct separated atoms within the basis. The basis has no polarization functions, hence no dispersion attraction, and its atomic functions cannot contract at short $R$. The lowest energy in this basis is therefore not the exact energy of H$_2$.

\subsection*{(e) Monte Carlo practice}

Equation~\eqref{eq:s2} suggests averaging $1-\tilde F/F$ over samples from $F^2$. This ratio becomes large where $F$ is much smaller than $\tilde F$; for the UHF product at 4 bohr, with true exponential orbitals, it reaches about 300. A bounded estimator uses
\begin{equation}
f=\frac{2F\tilde F}{F^2+\tilde F^2},\qquad |f|\le1 .
\end{equation}
It is unchanged by exchange of the positions, so relabelling the integration variables gives
\begin{equation}
\int F^2f=\int\tilde F^2f=\frac12\int(F^2+\tilde F^2)f=\int F\tilde F .
\end{equation}
Dividing by $\int F^2$ yields $\langle S^2\rangle=1-\langle f\rangle_{F^2}$. The same estimator applies to the sum, with the sum in place of $F$. Exchange then leaves the function unchanged, so $f=1$ and every sample gives zero spin.

The local energy needs little extra work. With $E_L[F]=HF/F$, linearity of $H$ gives
\begin{equation}
E_L[F+\tilde F]=\frac{F\,E_L[F]+\tilde F\,E_L[\tilde F]}{F+\tilde F}.
\end{equation}

Metropolis sampling at 4 bohr, with true exponential orbitals, gave for the UHF product $E=-1.0028\pm0.0001$ and $\langle S^2\rangle=0.9309\pm0.0003$. The optimized sum gave $E=-1.0128\pm0.0001$. These energies and the product's spin passed tests against the basis-set values at four standard errors plus a small allowance for the Gaussian expansion.

A positive Jastrow factor $J(r_{12})$ is symmetric under exchange, so $P(JF)=J\tilde F$. Hence $JF$ is a singlet when $F=\tilde F$, and not otherwise. With $J=\exp[r_{12}/(2+2r_{12})]$ and the samples from $F^2$ reweighted by $J^2$ (the factor $J$ cancels in $f$), the function $JF$ has $\langle S^2\rangle=0.9359\pm0.0003$, slightly more than without it. The partner is still needed.

\section*{Variation 1: flipping the spins in place}

Suppose the partner is made by flipping both spins in the determinant $|a{\uparrow}\,b{\downarrow}|$ and adding the result. What state is obtained?

The flipped determinant is
\begin{equation}
|a{\downarrow}\,b{\uparrow}|=\frac1{\sqrt2}\left[a(1)\beta(1)b(2)\alpha(2)-b(1)\alpha(1)a(2)\beta(2)\right].
\end{equation}
Comparison with Eq.~\eqref{eq:full} shows that its spin-assigned function is $-b(1)a(2)=-\tilde F$. The sum therefore represents $F-\tilde F$, on which $P=-1$ and $S^2=2$: a pure triplet, or zero if $a=\pm b$. The singlet is $|a{\uparrow}\,b{\downarrow}|+|b{\uparrow}\,a{\downarrow}|$, with the up-spin orbital first in both terms.

In the present basis, Eq.~\eqref{eq:gu} gives $F-\tilde F=-2cs(gu-ug)$. The angle affects only the norm, so optimizing $\lambda$ cannot change the energy. At 4 bohr it stays at $E_T=-0.9912$, above the two separated atoms. An energy that does not respond to $\lambda$ is thus a sign of this error in a two-function basis.

\section*{Variation 2: atomic orbitals without optimization}

Keep the partner but set $\lambda=0$. How much energy is lost at 4 bohr?

Equation~\eqref{eq:ionic} reduces to the Heitler--London function $AB+BA$. From Eq.~\eqref{eq:lambda}, $\lambda=0$ requires $q=1$, hence
\begin{equation}
t=\frac{1-S}{1+S}=\frac{0.8106}{1.1894}=0.6815 .
\end{equation}
Equation~\eqref{eq:sum} then gives
\begin{equation}
E=\frac{-0.895336-0.4645(0.686500)-2(0.6815)(0.195737)}{1.4645}=-1.0113 .
\end{equation}
This is $0.0015$ hartree above the Coulson--Fischer energy. The spin is already correct; the loss comes from omitting the small ionic part. As $R\to\infty$ the optimal $\lambda$ itself tends to zero, and the two functions coincide.

\section*{Table of computed values}
\begin{verbatim}
Random orbitals: <a|b> = -0.4684, <S2> of one determinant = 0.7806
  <S2> with partner added = 0.0000; spins flipped in place = 2.0000
Atomic energy E_H = -0.499996 hartree; 2 E_H = -0.999992 hartree
On-site repulsion J_AA = 0.62498 hartree
Energies in hartree, R in bohr
   R      RHF        UHF        proj.UHF   Coulson-F. triplet
  1.4  -1.090934  -1.090934  -1.090934  -1.106548  -0.628862
  2.0  -1.080800  -1.080800  -1.080800  -1.108391  -0.846020
  3.0  -0.982754  -1.015710  -1.042771  -1.046713  -0.962528
  4.0  -0.895336  -1.002693  -1.012692  -1.012765  -0.991199
  6.0  -0.795136  -1.000071  -1.000536  -1.000536  -0.999603
 10.0  -0.738620  -0.999992  -0.999993  -0.999993  -0.999992
Dimensionless quantities, R in bohr
   R    S_AB    <S2>UHF  w_T     lam_UHF  lam_CF   t_CF
  1.4  0.7529  0.0000  0.0000   1.0000   0.0589  0.1113
  2.0  0.5865  0.0000  0.0000   1.0000   0.0897  0.1819
  3.0  0.3486  0.6745  0.3372   0.1413   0.0678  0.3682
  4.0  0.1894  0.9305  0.4652   0.0392   0.0319  0.5999
  6.0  0.0469  0.9969  0.4984   0.0045   0.0045  0.8942
 10.0  0.0020  1.0000  0.5000   0.0001   0.0001  0.9957
UHF symmetry breaking starts at R = 2.2868 bohr
  <S2> 0.1 bohr below = 0.0000, 0.1 bohr above = 0.1473
Intermediates at R = 4 bohr (hartree):
  h_g = -0.786854, h_u = -0.694877
  J_gg = 0.428372, J_uu = 0.453254
  J_gu = 0.436269, K = 0.195737
  E_gg = -0.895336, E_uu = -0.686500, E_T = -0.991199
  x_UHF = 0.368165, t_CF = 0.599932 (dimensionless)
  Coulson-Fischer binding = 0.012773 hartree = 0.3476 eV
  UHF binding = 0.002701 hartree
Monte Carlo at R = 4 bohr (value +- standard error):
  product: E = -1.00280 +- 0.00009 hartree
  product: <S2> = 0.9309 +- 0.0003
  product with Jastrow: <S2> = 0.9359 +- 0.0003
  sum: E = -1.01278 +- 0.00011 hartree
  sum: largest |S2 estimate| at any sample = 0.0e+00
At R = 50 bohr (hartree):
  RHF = -0.697501, UHF = -0.999992, Coulson-Fischer = -0.999992
  RHF from the limiting formula = -0.697501
  <S2> of UHF = 1.0000
\end{verbatim}
